# Kirkwood correlation factor of a long classical dipole chain: a program that tests the result

```python
"""
Result under test: an open chain of classical unit dipoles s_i with energy
-K sum s_i.s_(i+1) has, for many dipoles at fixed temperature T,
    g = <|sum s_i|^2>/N = (1+u)/(1-u),  u = coth(kappa) - 1/kappa,
where kappa = K/(k_B T) and N is the number of dipoles.
The direct side integrates over all orientations by quadrature on the sphere,
site by site, and makes no use of the decay law <s_i.s_(i+r)> = u^r.
Gaussian units: dipole moment mu in esu cm, energies in erg.
"""
import numpy as np
from scipy import constants, integrate, special


def langevin(kappa):
    return 1.0 / np.tanh(kappa) - 1.0 / kappa


def g_long(u):
    return (1 + u) / (1 - u)


def g_finite(u, n):
    return g_long(u) - 2 * u * (1 - u**n) / (n * (1 - u)**2)


def sphere_grid(n_polar=20, n_azimuth=40):
    z, wz = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - zz**2)
    points = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], axis=-1)
    weights = np.repeat(wz * 2 * np.pi / n_azimuth, n_azimuth)
    return points.reshape(-1, 3), weights


def chain_moments(points, weights, exponent, n_max, field=0.0):
    """Return <|M|^2> and <M_z> for chains of 1..n_max unit dipoles.

    field = mu E/(k_B T), along z. The arrays z_sum, m_sum, q_sum hold the
    sums of 1, M, |M|^2 over earlier sites at given last orientation.
    """
    transfer = np.exp(exponent - exponent.max()) * weights[None, :]
    field_weight = np.exp(field * points[:, 2])
    z_sum = field_weight.copy()
    m_sum = points * field_weight[:, None]
    q_sum = field_weight.copy()
    squares, means = [], []
    for n in range(1, n_max + 1):
        if n > 1:
            carried = transfer @ np.column_stack([z_sum, m_sum, q_sum])
            z_old, m_old, q_old = carried[:, 0], carried[:, 1:4], carried[:, 4]
            z_sum = field_weight * z_old
            m_sum = field_weight[:, None] * (m_old + points * z_old[:, None])
            q_sum = field_weight * (
                q_old + 2 * np.sum(points * m_old, axis=1) + z_old)
        norm = weights @ z_sum
        z_sum, m_sum, q_sum = z_sum / norm, m_sum / norm, q_sum / norm
        squares.append(weights @ q_sum)
        means.append(weights @ m_sum[:, 2])
    return np.array(squares), np.array(means)


def pair_correlation(points, weights, exponent, left, distance, right):
    """<s_i.s_j> with given numbers of bonds left, between and right."""
    transfer = np.exp(exponent - exponent.max()) * weights[None, :]

    def propagate(vector, steps):
        for _ in range(steps):
            vector = transfer @ vector
        return vector

    one = np.ones(len(weights))
    left_sum, right_sum = propagate(one, left), propagate(one, right)
    top = propagate(points * left_sum[:, None], distance)
    bottom = propagate(left_sum, distance)
    numerator = np.sum((weights * right_sum)[:, None] * points * top)
    return numerator / np.sum(weights * right_sum * bottom)


points, weights = sphere_grid()
cosines = points @ points.T

# Round model parameters
mu_debye, temperature, coupling_ev = 2.0, 300.0, 0.05
erg_per_joule = 1e7
kt = constants.k * temperature * erg_per_joule
coupling = coupling_ev * constants.e * erg_per_joule
kappa = coupling / kt
u = langevin(kappa)
g = g_long(u)

# Momentum integral of a linear rotor, in units with I k_B T = 1
polar = 0.7
momentum_integral, _ = integrate.dblquad(
    lambda p, q: np.exp(-p**2 / 2 - q**2 / (2 * np.sin(polar)**2)),
    -10, 10, -10, 10)
assert abs(momentum_integral - 2 * np.pi * np.sin(polar)) < 1e-6

# One bond: normalization and mean direction for every fixed neighbour
for k in (kappa, -kappa, 5.0):
    bond = np.exp(k * cosines) * weights[None, :]
    bond_norm = bond.sum(axis=1)
    assert np.allclose(bond_norm, 4 * np.pi * np.sinh(k) / k, rtol=1e-10)
    mean_direction = (bond @ points) / bond_norm[:, None]
    assert np.allclose(mean_direction, langevin(k) * points, atol=1e-10)

# Pair correlations inside a chain and at its end
correlations = {}
for r in (1, 2, 3, 5):
    inner = pair_correlation(points, weights, kappa * cosines, 4, r, 3)
    at_end = pair_correlation(points, weights, kappa * cosines, 0, r, 3)
    assert abs(inner - u**r) < 1e-10 and abs(at_end - u**r) < 1e-10
    correlations[r] = inner

# Finite chains, and the long-chain limit from the growth of <|M|^2>
sizes = np.arange(1, 201)
direct_g = {}
for k in (0.01, 0.5, 1.0, 2.0, 5.0, 8.0, kappa, -kappa):
    squares, _ = chain_moments(points, weights, k * cosines, 200)
    assert np.allclose(squares / sizes, g_finite(langevin(k), sizes),
                       rtol=1e-8)
    direct_g[k] = squares[-1] - squares[-2]
    assert abs(direct_g[k] / g_long(langevin(k)) - 1) < 1e-8
    if k == kappa:
        finite_direct = squares / sizes

# Limiting laws; tolerances cover the next terms of the expansions
assert abs((direct_g[0.01] - 1) / 0.01 - 2 / 3) < 0.003
assert abs(direct_g[8.0] - (2 * 8.0 - 1)) < 1e-4
assert abs(direct_g[kappa] * direct_g[-kappa] - 1) < 1e-8

# Weak-field response of a finite chain
n_field, small_field = 12, 1e-3
_, means = chain_moments(points, weights, kappa * cosines, n_field,
                         small_field)
response = means[-1] / (n_field * small_field)
assert abs(response / (finite_direct[n_field - 1] / 3) - 1) < 1e-4

# Dipoles confined to a plane
angles = 2 * np.pi * np.arange(80) / 80
circle = np.column_stack([np.cos(angles), np.sin(angles), 0 * angles])
circle_weights = np.full(80, 2 * np.pi / 80)
squares, _ = chain_moments(circle, circle_weights,
                           kappa * circle @ circle.T, 200)
g_planar = squares[-1] - squares[-2]
u_planar = special.iv(1, kappa) / special.iv(0, kappa)
assert abs(g_planar / g_long(u_planar) - 1) < 1e-8

# Counterexample: nearest-neighbour point dipoles on a line along z
dipolar_strength = 1.0
dipolar = dipolar_strength * (
    3 * np.outer(points[:, 2], points[:, 2]) - cosines)
squares, _ = chain_moments(points, weights, dipolar, 200)
g_dipolar = squares[-1] - squares[-2]
c_dipolar = pair_correlation(points, weights, dipolar, 20, 1, 20)
assert abs(g_dipolar - g_long(c_dipolar)) > 0.1

# Orientational polarizability per dipole; 1 cm^3 = 1e24 cubic angstrom
mu = mu_debye * 1e-18
alpha_free = mu**2 / (3 * kt) * 1e24
alpha_chain = alpha_free * g

print(f"dipole moment mu = {mu_debye:.1f} D")
print(f"temperature T = {temperature:.0f} K")
print(f"coupling K = {coupling_ev:.3f} eV")
print(f"coupling K = {coupling:.4e} erg")
print(f"thermal energy k_B T = {kt:.4e} erg")
print(f"kappa = K/(k_B T) = {kappa:.4f} (dimensionless)")
print(f"u = L(kappa) = {u:.4f} (dimensionless)")
print(f"correlation length -1/ln u = {-1 / np.log(u):.3f} sites")
for r, value in correlations.items():
    print(f"direct <s_i.s_(i+r)>, r = {r}: {value:.4f} (dimensionless)")
print(f"g from formula, long chain = {g:.4f} (dimensionless)")
print(f"g from direct integration = {direct_g[kappa]:.4f} (dimensionless)")
for n in (2, 10, 50, 200):
    print(f"direct g_N, N = {n}: {finite_direct[n - 1]:.4f} (dimensionless)")
print(f"direct g with K reversed = {direct_g[-kappa]:.4f} (dimensionless)")
print(f"polarizability per free dipole = {alpha_free:.2f} angstrom^3")
print(f"polarizability per chain dipole = {alpha_chain:.2f} angstrom^3")
print(f"field test: N = {n_field}, mu E/(k_B T) = {small_field:.3f}")
print(f"field test: response <M_z>/(N mu E/k_B T) = {response:.5f}")
print(f"field test: g_N/3 = {finite_direct[n_field - 1] / 3:.5f}")
print("table: kappa, u, direct g (all dimensionless)")
for k in (0.5, 1.0, 2.0, 5.0, 8.0):
    print(f"  {k:.1f}  {langevin(k):.4f}  {direct_g[k]:.4f}")
print(f"planar dipoles, same kappa: u = {u_planar:.4f}, g = {g_planar:.4f}")
print(f"point-dipole chain: mu^2/(a^3 k_B T) = {dipolar_strength:.1f}")
print(f"point-dipole chain: neighbour cosine c = {c_dipolar:.4f}")
print(f"point-dipole chain: direct g = {g_dipolar:.4f}")
print(f"point-dipole chain: (1+c)/(1-c) = {g_long(c_dipolar):.4f}")
print("OK")
```

Output:

```
dipole moment mu = 2.0 D
temperature T = 300 K
coupling K = 0.050 eV
coupling K = 8.0109e-14 erg
thermal energy k_B T = 4.1419e-14 erg
kappa = K/(k_B T) = 1.9341 (dimensionless)
u = L(kappa) = 0.5256 (dimensionless)
correlation length -1/ln u = 1.555 sites
direct <s_i.s_(i+r)>, r = 1: 0.5256 (dimensionless)
direct <s_i.s_(i+r)>, r = 2: 0.2763 (dimensionless)
direct <s_i.s_(i+r)>, r = 3: 0.1452 (dimensionless)
direct <s_i.s_(i+r)>, r = 5: 0.0401 (dimensionless)
g from formula, long chain = 3.2163 (dimensionless)
g from direct integration = 3.2163 (dimensionless)
direct g_N, N = 2: 1.5256 (dimensionless)
direct g_N, N = 10: 2.7498 (dimensionless)
direct g_N, N = 50: 3.1228 (dimensionless)
direct g_N, N = 200: 3.1929 (dimensionless)
direct g with K reversed = 0.3109 (dimensionless)
polarizability per free dipole = 32.19 angstrom^3
polarizability per chain dipole = 103.53 angstrom^3
field test: N = 12, mu E/(k_B T) = 0.001
field test: response <M_z>/(N mu E/k_B T) = 0.94236
field test: g_N/3 = 0.94236
table: kappa, u, direct g (all dimensionless)
  0.5  0.1640  1.3922
  1.0  0.3130  1.9114
  2.0  0.5373  3.3226
  5.0  0.8001  9.0045
  8.0  0.8750  15.0000
planar dipoles, same kappa: u = 0.6866, g = 5.3826
point-dipole chain: mu^2/(a^3 k_B T) = 1.0
point-dipole chain: neighbour cosine c = 0.1119
point-dipole chain: direct g = 2.1937
point-dipole chain: (1+c)/(1-c) = 1.2521
OK
```
